\section*{Inferring an effective secondary-emission coefficient from argon breakdown}

\section*{Problem}

Argon between two plane parallel electrodes breaks down at $V=200$ V when the product of pressure and gap length is $pd=1$ Torr cm. The ionization coefficient $\alpha$, the mean number of ionizations that one electron makes per unit length along the field, is given by
\begin{equation}
\alpha = A\,p\,\exp\!\left(-\frac{Bp}{E}\right),
\label{alpha}
\end{equation}
with $A=12$ per (cm Torr) and $B=180$ V per (cm Torr). What is the effective secondary-emission coefficient $\gamma$ of the cathode?

Here $\gamma$ is the mean number of electrons that leave the cathode for good per positive ion created in the gap. The field is taken as uniform, $E=V/d$, and $\alpha$ as fixed by the local field. Every ion reaches the cathode. Attachment, recombination, diffusion of electrons along the field, loss to side walls and the field of the charges themselves are neglected. Laboratory units are used throughout. Where $p$ and $d$ are needed separately, $p=1$ Torr and $d=1$ cm.

\section*{A tempting solution}

Multiply \eqref{alpha} by $d$ and use $p/E=pd/V$:
\begin{equation}
\alpha d = A\,pd\,\exp\!\left(-\frac{B\,pd}{V}\right).
\label{ad}
\end{equation}
The exponent is $B\,pd/V=180\times1/200=0.900$, so
\begin{equation}
\alpha d = 12\times 0.40657 = 4.879 .
\end{equation}
An electron that crosses the gap therefore makes 4.88 ions. The discharge keeps itself going if these ions release one new electron from the cathode, which replaces the one that was lost at the anode:
\begin{equation}
\gamma\,\alpha d = 1,\qquad \gamma=\frac{1}{4.879}=0.205 .
\label{wrong}
\end{equation}

\section*{Where it fails}

The value of $\alpha d$ is right, and so is the idea of replacement. The fault is in the count of ions. The number $\alpha d$ is the mean number of ionizations made by one electron that travels the whole gap. Each ionization sets free another electron, which is accelerated by the same field and ionizes in its turn. The ions made by these descendants also drift to the cathode and release electrons there, and \eqref{wrong} leaves them out.

The omission would be harmless if $\alpha d$ were much less than one, because descendants would then be rare. Here the number of electrons doubles over a distance $\ln 2/\alpha=0.14$ cm, and the gap holds about seven such distances. The descendants make nearly all the ions.

\section*{Solution}

\subsection*{Ions made by one starting electron}

Let $\Gamma(x)$ be the electron flux at distance $x$ from the cathode. In a slice of thickness $dx$ each passing electron creates $\alpha\,dx$ new ones on average, so in a steady state
\begin{equation}
\frac{d\Gamma}{dx}=\alpha\Gamma .
\end{equation}
In a uniform field $\alpha$ does not depend on $x$, and integration gives $\Gamma(x)=\Gamma(0)e^{\alpha x}$. One electron that leaves the cathode becomes, on average,
\begin{equation}
M=e^{\alpha d}=e^{4.8788}=131.48
\end{equation}
electrons at the anode. This is a mean; single avalanches scatter about it. In a simulation of 40\,000 avalanches with ionization events placed at random, the mean was 131.2.

Every electron at the anode except the starting one was born together with an ion. The number of ions is therefore $M-1=130.48$, not 4.88.

\subsection*{The condition for a self-sustained current}

Suppose first that an external source, such as weak illumination of the cathode, supplies an electron current $I_0$. The ions made by this first generation release a current $\gamma(M-1)I_0$ from the cathode. Those electrons form a second generation, which releases $[\gamma(M-1)]^2I_0$, and so on. The total electron current leaving the cathode is a geometric series,
\begin{equation}
I_c=I_0\sum_{k=0}^{\infty}\left[\gamma(M-1)\right]^k
=\frac{I_0}{1-\gamma(M-1)},
\end{equation}
which converges if $\gamma(M-1)<1$. At the anode the current is carried by electrons alone, and each cathode electron has become $M$. The current in the circuit is thus
\begin{equation}
I=\frac{I_0M}{1-\gamma(M-1)} .
\label{gain}
\end{equation}
As $\gamma(M-1)$ approaches one, a finite current needs an ever weaker source. The current sustains itself when
\begin{equation}
\gamma(M-1)=1 .
\label{crit}
\end{equation}
This is the replacement argument of the tempting solution with the right number of ions.

Solving \eqref{crit} for $\gamma$ gives
\begin{equation}
\gamma=\frac{1}{e^{\alpha d}-1}=\frac{1}{130.48}=0.00766\approx 0.0077 .
\label{answer}
\end{equation}
One electron is released for about 130 ions. For $\alpha d\ll1$ the expansion $e^{\alpha d}-1\approx\alpha d$ turns \eqref{answer} into \eqref{wrong}, as expected when descendants are rare. That limit requires $\gamma\gg1$ (at $\alpha d=0.1$, $\gamma=9.5$), far above the values of real cathodes. For $\alpha d\gg1$ it becomes $\gamma\approx e^{-\alpha d}$. That form omits the $-1$ and here gives $1/131.48=0.00761$, which is lower by a fraction $1/M$, or 0.8\%.

\subsection*{Why the condition marks breakdown}

Equation \eqref{crit} was found from a steady state. To see that it separates decay from growth, remove the source and follow the cathode emission rate $F(t)$. Electrons cross the gap much faster than ions, so their transit time is neglected. An ion born at $x$ reaches the cathode after a time $x/v_i$, where $v_i$ is the ion drift speed. If the ions cause the release, then
\begin{equation}
F(t)=\gamma\int_0^d \alpha e^{\alpha x}\,F\!\left(t-\frac{x}{v_i}\right)dx .
\end{equation}
Insert $F\propto e^{st}$ and divide by $e^{st}$:
\begin{equation}
G(s)\equiv\gamma\int_0^d\alpha e^{\alpha x}e^{-sx/v_i}\,dx=1 .
\label{growth}
\end{equation}
For real $s$ the function $G$ falls steadily as $s$ rises, and $G(0)=\gamma(M-1)$. Its one real root $s_0$ is therefore positive if $\gamma(M-1)>1$, zero if it equals one, and negative if it is smaller. A complex root with real part $r$ cannot grow faster: the modulus of the integral is at most its value with $s$ replaced by $r$, so $G(r)\ge1$ and hence $r\le s_0$.

Near threshold, $\ln G(s)\approx\ln[\gamma(M-1)]-s\bar x/v_i$, where $\bar x$ is the mean birthplace of the ions. Integration by parts gives
\begin{equation}
\bar x=\frac{\int_0^d x\,\alpha e^{\alpha x}dx}{M-1}
=\frac{dM-(M-1)/\alpha}{M-1}
=\frac{dM}{M-1}-\frac1\alpha ,
\end{equation}
or $1.008-0.205=0.803$ cm. Most ions are born near the anode. Setting $\ln G=0$ gives
\begin{equation}
s\approx\frac{v_i}{\bar x}\ln[\gamma(M-1)] .
\end{equation}
If $\gamma$ is 5\% above \eqref{answer}, the emission should grow over 20 ion transit times $d/v_i$ by a factor $\exp(20\ln1.05/0.803)=3.37$. If it is 5\% below, the factor should be 0.28. A numerical transport model started by a single pulse gave 3.377 and 0.280, and 1.0015 at the value \eqref{answer} itself. With a steady source and half that $\gamma$, it gave a current gain of 262.99, against 262.96 from \eqref{gain}. These statements concern mean values. Because single avalanches scatter widely, a chain started by one electron always dies out at threshold, and at $\gamma(M-1)=1.05$ it survives only about 5\% of the time. The mean growth is what is seen when many electrons start the discharge.

\section*{The same point on the Paschen curve}

The result can be checked by going back from $\gamma$ to the voltage. Define
\begin{equation}
L=\ln\!\left(1+\frac1\gamma\right).
\end{equation}
Condition \eqref{crit} says $e^{\alpha d}=1+1/\gamma$, hence $\alpha d=L$. With \eqref{ad},
\begin{equation}
A\,pd\,e^{-B\,pd/V}=L .
\end{equation}
Take the logarithm, $\ln(A\,pd)-B\,pd/V=\ln L$, and solve for $V$:
\begin{equation}
V=\frac{B\,pd}{\ln(A\,pd)-\ln L} .
\label{paschen}
\end{equation}
With $\gamma$ from \eqref{answer} this returns 200 V. The wrong value 0.205 gives $L=\ln(5.88)=1.77$ and
\begin{equation}
V=\frac{180}{\ln12-\ln1.77}\approx 94\ \text{V},
\end{equation}
less than half the given voltage. A cathode that emitted so freely would have let the gap break down long before 200 V.

To find the minimum of the curve at fixed $\gamma$, put $y=A\,pd/L$, so that
\begin{equation}
V=\frac{BL}{A}\,\frac{y}{\ln y},\qquad
\frac{dV}{dy}=\frac{BL}{A}\,\frac{\ln y-1}{(\ln y)^2} .
\end{equation}
The derivative changes from negative to positive at $y=e$. Therefore
\begin{equation}
(pd)_{\min}=\frac{eL}{A}=1.105\ \text{Torr cm},\qquad
V_{\min}=\frac{eLB}{A}=198.9\ \text{V}.
\end{equation}
The given point lies slightly to the left of the minimum and about 1 V above it. On the left there are too few collisions in the gap; on the right the field per unit pressure is too weak. The curve passes 200 V again at $pd=1.230$ Torr cm. A voltage and a $\gamma$ can thus belong to two gaps, whereas a given pair $(V,pd)$ fixes one $\gamma$ through \eqref{answer}.

It would not do to identify 200 V with the minimum and ignore the given $pd$. That would set $L=AV/(eB)=4.905$ and $\gamma=0.0075$. This is the smallest coefficient that the model can assign to any breakdown at 200 V, because $pd\,e^{-B\,pd/V}$ at fixed $V$ is largest at $pd=V/B$, where $\alpha d=AV/(eB)$. The difference from \eqref{answer} is small here because the given point is close to the minimum.

\section*{How well is the coefficient determined?}

Differentiate the logarithm of \eqref{answer}:
\begin{equation}
d\ln\gamma=-\frac{M}{M-1}\,d(\alpha d)=-(1+\gamma)\,d(\alpha d),
\end{equation}
where $M/(M-1)=1+1/(M-1)=1+\gamma$ was used. With $x_B=B\,pd/V$, the logarithm of \eqref{ad} is $\ln(\alpha d)=\ln A+\ln(pd)-x_B$, so that
\begin{equation}
\frac{d(\alpha d)}{\alpha d}=d\ln A+(1-x_B)\,d\ln(pd)-x_B\,d\ln B+x_B\,d\ln V .
\end{equation}
Combining the two lines gives the logarithmic slopes, each with the other three quantities held fixed:
\begin{align}
\frac{\partial\ln\gamma}{\partial\ln A}&=-(1+\gamma)\alpha d=-4.92, &
\frac{\partial\ln\gamma}{\partial\ln B}&=(1+\gamma)\alpha d\,x_B=4.42,\\
\frac{\partial\ln\gamma}{\partial\ln V}&=-(1+\gamma)\alpha d\,x_B=-4.42, &
\frac{\partial\ln\gamma}{\partial\ln(pd)}&=-(1+\gamma)\alpha d(1-x_B)=-0.49 .
\end{align}
An error of 1\% in the voltage changes $\gamma$ by about 4.4\%, while an error of 1\% in $pd$ changes it by about 0.5\%. The factor $1-x_B=0.1$ makes the second slope small: a longer gap gives more collisions but a weaker field, and close to the minimum the two effects nearly cancel.

For larger changes the formula itself should be used. Raising the voltage to 210 V at the same $pd$ lowers the inferred $\gamma$ to 0.0062. Raising $A$ alone by 10\% gives 0.0047, and lowering it by 10\% gives 0.0125. For $B$ alone the values are 0.0117 and 0.0048. If $A$ and $B$ rise together by the same small fraction, however, the slopes add to $-4.916+4.425\approx-0.49$, and the change is modest. Errors of $A$ and $B$ that come from one fit should therefore not be treated as independent without a reason. The answer 0.0077 belongs to this pair of constants. Its second digit is arithmetic rather than knowledge of the surface, and even the first depends on the pair: the nearby values $A=11.5$, $B=176$ give 0.0086.

\section*{What the model leaves out}

The following estimates use rough inputs. They show the size of each effect and are not better values of $\gamma$.

\textit{Delay before the first ionization.} An electron that starts at the cathode with little energy must fall through at least the ionization potential, about 15.8 V, before it can ionize. In a field of 200 V/cm this takes $15.8/200=0.079$ cm. If no multiplication occurs over that distance, the exponent drops to $4.879\times(1-0.079)=4.49$, and the inferred $\gamma$ rises to 0.0113, about 50\% above \eqref{answer}. If the electron starts with the 4 eV used below, the distance is 0.059 cm and $\gamma$ is 0.0102, about 35\% above. Constants fitted to currents or breakdown voltages in short gaps may already contain part of this effect, so the correction should not be added blindly.

\textit{Return to the cathode.} Some emitted electrons are scattered back by the gas. Let $j_0$ be the emitted flux, $n$ the electron density near the cathode, $v$ the random speed and $v_d$ the drift speed. For isotropic random motion the returning flux is $nv/4$, and the net flux is $j=nv_d$. Thus
\begin{equation}
j=j_0-\frac{nv}{4}=j_0-\frac{v}{4v_d}\,j
\quad\Longrightarrow\quad
\frac{j}{j_0}=\frac{1}{1+v/(4v_d)} .
\end{equation}
For an emission energy of 4 eV, $v=1.19\times10^6$ m/s. With $v_d=4\times10^5$ m/s the escaping fraction is 0.57. Since $\gamma$ counts electrons that leave for good, \eqref{answer} stands, but the surface must then emit about 0.013 electrons per ion.

\textit{Side walls.} In a tube of radius $R$ with an absorbing wall, the slowest radial diffusion mode decays at the rate $D(2.405/R)^2$, where $D$ is the electron diffusion coefficient. Division by the drift speed $\mu E$, with $\mu$ the mobility, gives the loss per unit length. For $R=5$ cm and $D/\mu=7$ V it lowers the exponent by 0.008, or by 0.012 if diffusion along the field is kept as well, and $\gamma$ becomes 0.0077 again to two digits.

\textit{Diffusion along the field.} With ionization rate $\nu$ per electron the density obeys $Dn''-\mu E\,n'+\nu n=0$, so a spatial growth rate $\lambda$ satisfies $\nu=\mu E\lambda-D\lambda^2$. The growth rate and the ionizations per electron per unit length, $\nu/(\mu E)$, coincide only if $\lambda D/(\mu E)\ll1$; for $D/\mu=7$ V this ratio is 0.17. If $\alpha$ is read as the spatial growth rate, one electron makes 4.05 ions in crossing rather than 4.88, and an anode that absorbs all electrons, $n(d)=0$, raises the inferred $\gamma$ to 0.0097, about 25\% above \eqref{answer}; a partly reflecting boundary gives less. If $\alpha$ were instead read as $\nu/(\mu E)$, the growth rate would be 6.2 per cm and $\gamma$ about 0.003, so the meaning of the fitted constants matters.

\textit{Gas temperature.} Collisions depend on gas density rather than on pressure. If $A$ and $B$ refer to 300 K and the gas is at 330 K at the same pressure, the effective $pd$ is lower by 9\% and the inferred $\gamma$ is 0.0082.

\textit{Space charge.} An ion current density $j_i$ carries a charge density of about $j_i/v_i$, which changes the field across the gap by about $j_id/(\varepsilon_0v_i)$. With $v_i=10^3$ m/s, this reaches 1\% of $E$ at
\begin{equation}
j_i=0.01\,\frac{\varepsilon_0Ev_i}{d}\approx 18\ \text{nA/cm}^2 .
\end{equation}
At fixed $V$ this change of the field averages to zero over the gap, so $\int_0^d\alpha\,dx$ changes only in second order, and for a $\gamma$ that does not depend on the cathode field the uniform-field result holds well beyond this current. If the ion charge is included with $\gamma$ and $v_i$ held fixed, the voltage rises by less than 0.1 V at 180 nA/cm$^2$ and by about 2 V, or 1\%, at 1 $\mu$A/cm$^2$. The cathode field, however, rises in first order, by about 5\% at 180 nA/cm$^2$. If $\gamma$ grows with it, the voltage can fall instead: for $\gamma\propto E^{0.6}$, taken as an illustration, by about 1 V at 180 nA/cm$^2$ and 4 V at 1 $\mu$A/cm$^2$. The calculation describes the onset of the discharge, and currents of this size only to within a few volts. In a glow that carries much more current the ions reshape the field, and the running voltage cannot be inserted in \eqref{ad} with $E=V/d$.

\section*{Comparison with real discharges}

A pressure of 1 Torr and a gap of 1 cm are within the range of plasma-processing equipment. The reduced field of 200 V/(cm Torr), or 621 Td at 300 K, lies inside the rough range of 100 to 600 V/(cm Torr) in which constants of this size are used for argon. Effective coefficients for argon and metal cathodes are very roughly between 0.001 and 0.1, depending on the surface and on $E/p$, so 0.0077 is not an unusual value. Of the neglected effects that change the effective $\gamma$, the largest estimated above, with $\alpha$ read as the spatial growth rate, are the delay before the first ionization, at about 35 to 50\% of $\gamma$, and diffusion along the field, at up to about 25\%. A 10\% error in $A$ or in $B$ alone moves $\gamma$ by a comparable amount, up to about 65\%. The number also cannot say what releases the electrons. Ions, photons and metastable atoms all contribute, and the breakdown voltage fixes their sum per ion created. It should be carried over to another gap only if the gas, the surface and $E/p$ are similar and the same $A$ and $B$ are used. The numerical output below collects the inputs and main results of the calculation.

\section*{Computed values}
\begin{verbatim}
A = 12 per (cm Torr), B = 180 V per (cm Torr)
V = 200 V, p = 1 Torr, d = 1 cm
E/p = 200 V/(cm Torr)
E/N at 300 K = 621 Td
B pd/V = 0.900, exp(-B pd/V) = 0.40657
alpha d = 4.8788
electron gain M = 131.48, ions per electron = 130.48
effective gamma = 0.00766
random avalanches: number = 40000, mean M = 131.2
pulse test, emission at 40 over 20 ion transits:
  0.95 gamma: 0.280
  1.00 gamma: 1.0015
  1.05 gamma: 3.377
current gain I/I0 at half gamma:
  transport = 262.99
  formula = 262.96
breakdown voltage recovered = 200.000 V
Paschen minimum: pd = 1.105 Torr cm, V = 198.93 V
second pd with V = 200 V: 1.230 Torr cm
d ln(gamma)/d ln(V) = -4.425
d ln(gamma)/d ln(pd) = -0.492
d ln(gamma)/d ln(A) = -4.916
d ln(gamma)/d ln(B) = 4.425
gamma if A is 10% larger = 0.00469
gamma if A is 10% smaller = 0.01254
gamma if B is 10% larger = 0.01171
gamma if B is 10% smaller = 0.00483
gamma if V = 210 V: 0.00618
Neglected effects (rough inputs):
ionization potential = 15.8 V
first ionization lag = 0.079 cm, gamma = 0.0113
emission energy = 4 eV
electron drift speed = 4.0e+05 m/s
random speed of emitted electrons = 1.19e+06 m/s
escape fraction = 0.57, bare yield = 0.0133
wall radius = 5 cm, D/mu = 7 V
side loss in exponent = 0.0081, gamma = 0.00771
gas at 330 K, not 300 K: gamma = 0.00819
ion drift speed = 1.0e+03 m/s
current density for 1% field change = 18 nA/cm2
\end{verbatim}
